\section*{Fictitious mass and the Born-Oppenheimer surface in purified density matrix propagation}

\section{Problem}

Two electrons of opposite spin share one spatial orbital, built from two fixed, orthonormal, atom-centred orbitals. There is no electron-electron interaction. One nuclear coordinate $R$ shifts the orbital energies:
\begin{equation}
h(R)=-(\kappa R\,\sigma_z+b\,\sigma_x),\qquad
E(P,R)=\tfrac12KR^2+2\,\mathrm{Tr}(Ph),
\end{equation}
where $\sigma_x,\sigma_z$ are Pauli matrices and $\kappa,b>0$. The density matrix $P$ is real and symmetric, with $P^2=P$ and $\mathrm{Tr}\,P=1$; the factor 2 counts the spins. In atom-centred density matrix propagation $P$ is not recomputed at each nuclear position. It moves with a fictitious mass $\mu$ according to
\begin{equation}
L=\tfrac12M\dot R^2+\tfrac12\mu\,\mathrm{Tr}(\dot P^2)-E(P,R),\qquad P^2=P .
\end{equation}
In the scheme used here, idempotency is imposed after each time step by repeating the McWeeny map $P\to3P^2-2P^3$ on the trial matrix. This is one of several ways to enforce the constraint.

Let $P_{\rm BO}(R)$ be the ground-state density matrix at $R$, and measure the distance from the Born-Oppenheimer (BO) surface by $D=\|P-P_{\rm BO}(R)\|$, with $\|A\|^2=\mathrm{Tr}(A^{T}A)$. At $t=0$ the nuclei pass $R=0$ with velocity $V_0$, and $P=P_{\rm BO}(0)$.

(a) The density starts at rest, $\dot P(0)=0$. How does the root-mean-square distance $D_{\rm rms}$ depend on $\mu$?
(b) What changes if $\dot P(0)=V_0\,dP_{\rm BO}/dR$?
(c) In case (b), how far is the nuclear path from the BO path?

Take, in atomic units, $M=10000$, $K=0.15$, $\kappa=0.05$, $b=0.1$, $V_0=0.003$, a run of 2000 time units (48.4 fs) and a step $\Delta t=0.5$. These are round model parameters. The unit of $\mu$ is $m_e\,\mathrm{bohr}^2$, because $P$ has no dimension.

\section{A tempting solution to (a)}

Write $P=\frac12(1+\mathbf n\cdot\boldsymbol\sigma)$ with $\mathbf n$ in the $zx$ plane. Since $(\mathbf n\cdot\boldsymbol\sigma)^2=|\mathbf n|^2$, we have $P^2-P=\frac14(|\mathbf n|^2-1)$, so idempotency means $|\mathbf n|=1$. One angle remains: $n_z=\cos\theta$, $n_x=\sin\theta$. Similarly,
\begin{equation}
h=-\tfrac g2\,\mathbf m\cdot\boldsymbol\sigma,\quad
g=2\sqrt{\kappa^2R^2+b^2},\quad
m_z=\cos\phi=\frac{2\kappa R}{g},\quad m_x=\sin\phi=\frac{2b}{g}.
\end{equation}
The eigenvalues of $h$ are $\pm g/2$, so $g$ is the orbital gap, and the lower orbital has $\mathbf n=\mathbf m$. Let $\delta=\theta-\phi$. From $\mathrm{Tr}[(\mathbf a\cdot\boldsymbol\sigma)(\mathbf c\cdot\boldsymbol\sigma)]=2\,\mathbf a\cdot\mathbf c$,
\begin{align}
2\,\mathrm{Tr}(Ph)&=-\tfrac g2\,(2\,\mathbf n\cdot\mathbf m)=-g\cos\delta,\\
D^2&=\tfrac14\cdot2\,|\mathbf n-\mathbf m|^2=1-\cos\delta,\qquad
E-E_{\rm BO}=g(1-\cos\delta)=gD^2. \label{dist}
\end{align}
Here $E_{\rm BO}=\frac12KR^2-g$. For small $\delta$, $D=|\delta|/\sqrt2$.

Let $\mathbf t=d\mathbf n/d\theta$, a unit vector. Then $\dot P=\frac12\dot\theta\,\mathbf t\cdot\boldsymbol\sigma$ and $\mathrm{Tr}\,\dot P^2=\frac12\dot\theta^2$. The Lagrangian becomes
\begin{equation}
L=\tfrac12M\dot R^2+\tfrac14\mu\dot\theta^2-\tfrac12KR^2+g\cos(\theta-\phi),
\end{equation}
and its equation for $\theta$ is $\frac12\mu\ddot\theta=-g\sin\delta$. Subtracting $\ddot\phi$ from $\ddot\theta$ gives, for small $\delta$,
\begin{equation}
\ddot\delta+\omega^2\delta=-\ddot\phi,\qquad \omega^2=\frac{2g}{\mu}. \label{delta}
\end{equation}

Now comes the tempting step. For small $\mu$ the restoring term is stiff, the density starts on the BO surface, and it should follow the surface with a small lag. So drop $\ddot\delta$:
\begin{equation}
\delta_s=-\frac{\mu\ddot\phi}{2g},\qquad
D_{\rm rms}=\frac{\mu}{2\sqrt2}\left\langle\left(\frac{\ddot\phi}{g}\right)^2\right\rangle^{1/2}. \label{slow}
\end{equation}
The bracket is a time average over the BO path, so $D_{\rm rms}$ would be proportional to $\mu$.

The initial position even seems to agree. Differentiating the angle of the vector $(\kappa R,b)$ gives
\begin{equation}
\phi_R=-\frac{\kappa b}{\kappa^2R^2+b^2},\quad
\phi_{RR}=\frac{2\kappa^3bR}{(\kappa^2R^2+b^2)^2},\quad
\ddot\phi=\phi_{RR}\dot R^2+\phi_R\ddot R, \label{phi}
\end{equation}
where a subscript $R$ denotes $d/dR$. At $R=0$, $\phi_{RR}=0$, and the BO force vanishes by symmetry. Hence $\ddot\phi(0)=0$ and $\delta_s(0)=0$, as required.

\section{Where it fails}

For $\mu=80$, formula (\ref{slow}) gives $D_{\rm rms}=4.30\times10^{-4}$. The propagation from rest gives $1.05\times10^{-2}$, about 24 times as much. Over masses from 10 to 320 the fitted exponent of $\mu$ is 0.503, not 1.

Equation (\ref{delta}) is of second order and needs two initial conditions. The tempting solution meets $\delta(0)=0$ but not the condition on the velocity. A density at rest has $\dot\theta(0)=0$, so
\begin{equation}
\dot\delta(0)=-\dot\phi(0)=-\phi_R(0)V_0,
\end{equation}
which does not depend on $\mu$, whereas $\dot\delta_s(0)$ is of order $\mu$. The surface moves away under a density that is not yet moving. Dropping $\ddot\delta$ discarded the free oscillation that must make up the difference.

Before repairing this, we must check that purification does not itself alter equation (\ref{delta}).

\section{Purification and the time step}

\textbf{The force.} Differentiating $P^2=P$ gives $P\dot P+\dot PP=\dot P$. Multiplying by $P$ on both sides gives $2P\dot PP=P\dot PP$, so $P\dot PP=0$; multiplying by $Q=1-P$ on both sides gives $Q\dot PQ=0$. An allowed velocity therefore has only $PQ$ and $QP$ blocks. The gradient of the energy of the purified matrix, taken at an idempotent $P$, is
\begin{align}
G&=2\left[3(Ph+hP)-2(P^2h+PhP+hP^2)\right]\nonumber\\
&=2(Ph+hP-2PhP)=2(PhQ+QhP).
\end{align}
It has the same block form, so it pushes along the surface of idempotent matrices. The tangential acceleration is $-G/\mu$. The part of $h$ along $\mathbf t$ is $-\frac g2(\mathbf m\cdot\mathbf t)\,\mathbf t\cdot\boldsymbol\sigma$, with $\mathbf m\cdot\mathbf t=-\sin\delta$. Hence $-G/\mu=-(g/\mu)\sin\delta\;\mathbf t\cdot\boldsymbol\sigma$. Setting this equal to $\frac12\ddot\theta\,\mathbf t\cdot\boldsymbol\sigma$ recovers the equation for $\theta$.

\textbf{The map.} Let $W$ be the density velocity after a half-step of acceleration, $W=\frac12w\,\mathbf t\cdot\boldsymbol\sigma$. The trial matrix $P+\Delta t\,W$ has the vector $\mathbf n+w\Delta t\,\mathbf t$, of length $r=\sqrt{1+w^2\Delta t^2}$. To see what purification does to it, write the trial matrix as $\frac12+Y$, where $Y^2=r^2/4$. Then
\begin{align}
3\left(\tfrac12+Y\right)^2-2\left(\tfrac12+Y\right)^3
&=\tfrac34+3Y+3Y^2-\tfrac14-\tfrac32Y-3Y^2-2Y^3\nonumber\\
&=\tfrac12+\left(\tfrac32-\tfrac{r^2}2\right)Y .
\end{align}
The direction is kept and the length becomes $r'=(3r-r^3)/2$. For $0<r<1$, $r'$ lies between $r$ and 1. For $1<r<\sqrt3$, one pass brings the length between 0 and 1. Repetition thus leads to $r=1$ for $0<r<\sqrt3$. With $r=1+\epsilon$, $r'=1-\frac32\epsilon^2-\frac12\epsilon^3$, so convergence is quadratic.

In the runs from rest, $\dot\theta$ can reach about $2|\dot\phi(0)|=0.003$, because the oscillation overshoots. Then $w\Delta t=0.0015$ and the trial error is $\|P^2-P\|=\sqrt2\,w^2\Delta t^2/4\approx8.0\times10^{-7}$, which is the largest value seen. Two passes bring it below $10^{-13}$.

\textbf{The velocity.} The purified $P$ has turned by $\Delta\theta=\arctan(w\Delta t)$, but $W$ still belongs to the old tangent. If we merely project it on the new one, its size falls to
\begin{equation}
w'=w\cos\Delta\theta=\frac{w}{\sqrt{1+w^2\Delta t^2}},\qquad
\frac1{w'^2}=\frac1{w^2}+\Delta t^2 .
\end{equation}
This is a spurious friction. With no force, $w=0.05$ and $\Delta t=1$, after 400 steps $1/w^2$ grows from 400 to 800 and the speed falls to $0.05/\sqrt2=0.0354$, as the program finds. The cure is to project and then restore the norm of $W$. Here the tangent space has one dimension, so this fixes $W$ completely. With more orbitals the norm alone would not fix its direction. The friction belongs to this way of purifying. If the correction is instead confined to the $PP$ and $QQ$ blocks of the old $P$, as Lagrange multipliers do, it acts along the old $\mathbf n$, so $\sin\Delta\theta=w\Delta t$. The velocity $(\mathbf n'-\mathbf n)/\Delta t$ then has the component $\sin\Delta\theta/\Delta t=w$ along the new tangent, and projection alone loses nothing.

A second half-step of acceleration completes the step. For $\mu=80$ from rest, the angle differs from an accurate solution of the angle equations by at most $1.7\times10^{-4}$ rad. The rms value of $\delta$ is $\sqrt2\times0.0105=0.015$ rad. Doubling the step multiplies the error by 4.00, as a second-order method should. Purification is not the cause of the factor 24.

\section{Correct solution}

\subsection{(a) Density initially at rest}

Write $\delta=\delta_s+\delta_f$, where $\delta_f$ solves $\ddot\delta_f+\omega^2\delta_f=0$. The frequency changes slowly as the nuclei move, so try $\delta_f=A(t)\sin\chi$ with $\dot\chi=\omega$ and $\chi(0)=0$:
\begin{equation}
\ddot\delta_f+\omega^2\delta_f=\ddot A\sin\chi+(2\dot A\omega+A\dot\omega)\cos\chi .
\end{equation}
The cosine term vanishes if $d(A^2\omega)/dt=0$. The remaining $\ddot A$ is negligible against $\omega^2A$ when the electronic oscillation is much faster than the nuclear motion.

To leading order $\dot\delta_f(0)=A(0)\,\omega_0=-\dot\phi(0)$, where the index 0 denotes $R=0$. With $\omega_0^2=2g_0/\mu$ and $\omega_0/\omega=\sqrt{g_0/g}$,
\begin{equation}
A^2=\frac{\dot\phi(0)^2}{\omega_0^2}\,\frac{\omega_0}{\omega}
=\frac{\mu\,\dot\phi(0)^2}{2g_0}\sqrt{\frac{g_0}{g}} .
\end{equation}
This is of order $\mu$, while $\delta_s^2$ is of order $\mu^2$. Averaging $\sin^2\chi$ to $\frac12$ over many oscillations and using $D^2=\delta^2/2$,
\begin{equation}
\boxed{D_{\rm rms}=|\dot\phi(0)|\left[\frac{\mu}{8g_0}\left\langle\sqrt{\frac{g_0}{g}}\right\rangle\right]^{1/2}\propto\sqrt\mu} \label{rest}
\end{equation}

For the example, $g_0=2b=0.2$ and $\phi_R(0)=-\kappa/b=-0.5$, so $\dot\phi(0)=-0.0015$. The average in (\ref{rest}) is 0.976. Hence
\begin{equation}
\frac{D_{\rm rms}}{\sqrt\mu}=0.0015\sqrt{\frac{0.976}{1.6}}=1.17\times10^{-3},
\end{equation}
and for $\mu=80$, $D_{\rm rms}=1.05\times10^{-2}$, as propagated.

\subsection{(b) Density initially moving with the surface}

Now $\dot\theta(0)=\dot\phi(0)$ and $\dot\delta(0)=0$. The free oscillation has only to cancel $\dot\delta_s(0)$, which is of order $\mu$. Its amplitude is $|\dot\delta_s(0)|/\omega_0$, of order $\mu^{3/2}$. The lag $\delta_s$ dominates, and the formula (\ref{slow}) that failed in (a) is correct here:
\begin{equation}
\boxed{D_{\rm rms}=\frac{\mu}{2\sqrt2}\left\langle\left(\frac{\ddot\phi}{g}\right)^2\right\rangle^{1/2}\propto\mu}
\end{equation}
Its coefficient in the example is $5.37\times10^{-6}$. The prefactor relies on $\ddot\phi(0)=0$. Otherwise $\delta_s(0)$ is itself of order $\mu$, and an oscillation of that order is needed to cancel it; the power of $\mu$ survives but the coefficient changes.

\begin{center}
\begin{tabular}{rcccc}
$\mu$ & (a) run & (a) law & (b) run & (b) law\\
\hline
10 & 0.00371 & 0.00370 & $5.37\times10^{-5}$ & $5.37\times10^{-5}$\\
80 & 0.01050 & 0.01048 & $4.32\times10^{-4}$ & $4.30\times10^{-4}$\\
320 & 0.02118 & 0.02095 & $1.75\times10^{-3}$ & $1.72\times10^{-3}$
\end{tabular}
\end{center}

The fitted exponents over all six masses are 0.503 and 1.005. In case (b) the run exceeds the law by 0.06\% at $\mu=10$ and by 1.9\% at $\mu=320$, roughly in proportion to $\mu$. This is the expected order. The next correction to the lag is $-\ddot\delta_s/\omega^2$, smaller than $\delta_s$ by a factor of order $\mu$. The residual oscillation is smaller than the lag by a factor of order $\sqrt\mu$, and adds to the mean square a relative amount of order $\mu$. In case (a) the run exceeds the law by between 0.06\% and 1.1\% over the six masses, not in steady proportion to $\mu$. At the light masses much of this is time-step error: as $\Delta t\to0$ the excess falls from 0.20\% to 0.06\% at $\mu=10$ and from 0.06\% to nearly zero at $\mu=20$, while at $\mu=320$ it stays at 1.05\%.

By (\ref{dist}) the energy excess is $gD^2$, so its mean scales as $\mu$ in (a) and $\mu^2$ in (b). In (a) its local average is
\begin{equation}
\tfrac14gA^2=\tfrac18\mu\,\dot\phi(0)^2\sqrt{g/g_0}.
\end{equation}
For $\mu=80$ and $g=g_0$ this is $2.25\times10^{-5}$ hartree. The gap is larger away from $R=0$, and the run gives a slightly larger mean, $2.32\times10^{-5}$ hartree ($6.3\times10^{-4}$ eV). From the matched start the mean is $4.0\times10^{-8}$ hartree ($1.1\times10^{-6}$ eV).

\subsection{(c) The nuclear path}

A mean energy excess of order $\mu^2$ might suggest a path error of order $\mu^2$. The force says otherwise. Since $d(\cos\delta)/dR=\phi_R\sin\delta$ at fixed $\theta$,
\begin{equation}
M\ddot R=-KR+g_R\cos\delta+g\,\phi_R\sin\delta . \label{force}
\end{equation}
The last term is linear in $\delta$. Inserting the lag, $g\sin\delta\approx-\frac12\mu\ddot\phi$, setting $\cos\delta\approx1$ with an error of order $\mu^2$, and using (\ref{phi}) for $\ddot\phi$,
\begin{equation}
\left(M+\tfrac12\mu\phi_R^2\right)\ddot R
=-\frac{dE_{\rm BO}}{dR}-\tfrac12\mu\,\phi_R\phi_{RR}\dot R^2 .
\end{equation}
This is the equation of motion of a particle on the BO surface with mass $M_{\rm eff}(R)=M+\frac12\mu\phi_R^2$: its Lagrangian $\frac12M_{\rm eff}\dot R^2-E_{\rm BO}$ gives $M_{\rm eff}\ddot R+\frac12(dM_{\rm eff}/dR)\dot R^2=-dE_{\rm BO}/dR$, and $\frac12dM_{\rm eff}/dR=\frac12\mu\phi_R\phi_{RR}$. The nuclei drag the fictitious inertia of the density with them, and the path error is of order $\mu$.

For $\mu=80$ the added mass at $R=0$ is $\frac12\times80\times0.25=10\,m_e$, or 0.1\% of $M$. The largest path error in the run is $2.3\times10^{-3}$ bohr, and doubling $\mu$ multiplies it by 2.00. The added mass shifts the nuclear frequency, so the error also grows with the length of the run: $4.7\times10^{-3}$ bohr after 4000 time units and $9.3\times10^{-3}$ bohr after 8000. Against the path with the added mass the difference over 2000 time units falls to $4.4\times10^{-6}$ bohr at $\Delta t=0.5$, and to $5.1\times10^{-6}$ bohr as $\Delta t\to0$; the latter value scales about as $\mu^2$. A small energy excess is therefore not enough to certify the nuclear motion.

\section{Limits on the fictitious mass}

\textbf{From above.} The electronic oscillation must be fast compared with the nuclear one. Near $R=0$, $g_R=4\kappa^2R/g$, so the BO curvature is $K-4\kappa^2/g_0=0.10$ and the nuclear frequency is $\sqrt{0.10/10000}=0.0032$. At $\mu=320$, $\omega_0=\sqrt{0.4/320}=0.035$, still 11 times larger. The recoil of the nuclei must also be small. By (\ref{force}), $\delta$ adds $g\phi_R^2\delta/M$ to $\ddot\phi$, which multiplies $\omega^2$ by $1+\mu\phi_R^2/(2M)$. This is a change of 0.4\% at $\mu=320$ and $R=0$. The recoil condition tightens when $b$ is small, since $|\phi_R(0)|=\kappa/b$ grows. The frequency ratio at $R=0$ is then a poor guide: $\omega_0$ falls as $\sqrt b$, but the BO curvature $K-2\kappa^2/b$ falls too, and it vanishes at $b=2\kappa^2/K=0.033$, below which $R=0$ is a maximum of the BO surface.

\textbf{From below.} For small $\delta$ at fixed $R$ the time step amounts to $\delta_{n+1}-2\delta_n+\delta_{n-1}=-\omega^2\Delta t^2\delta_n$. A solution $\delta_n=\lambda^n$ obeys $\lambda+1/\lambda=2-\omega^2\Delta t^2$, and $|\lambda|=1$ with bounded motion requires $\omega\Delta t<2$. For $\mu=80$ at $R=0$ this means $\Delta t<28.3$ time units. In 60 steps from a small displacement, $D$ does not grow at $\omega\Delta t=1.95$, while at 2.05 it reaches 250 times its initial value. This number is not the linear growth, since $|\lambda|=1.56$ per step: starting from $\delta=10^{-3}$ it corresponds to $\delta\approx0.25$ rad, where the linear recursion no longer holds. The cause is less the sine in the force, which differs from $\delta$ by only 1\% there, than the purification: with $\delta$ changing sign at each step the turn is about 0.5 rad, and it equals $\arctan(w\Delta t)$ rather than $w\Delta t$. The largest gap on the path sets the limit, which scales as $\sqrt\mu$. Halving the largest stable step thus goes with a quarter of the mass: this divides $D_{\rm rms}$ by 4 from the matched start, but by only 2 from rest.

The two laws hold for this model without electron-electron interaction, to leading order in $\mu$. The numerical check checks them against the full matrix propagation.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear mass M = 10000 m_e; K = 0.15 hartree/bohr^2
kappa = 0.05 hartree/bohr; b = 0.1 hartree
Start: R = 0 bohr, V = 0.003 a.u. of velocity
Run length = 2000 a.u. of time = 48.38 fs
Time step = 0.5 a.u. of time = 0.01209 fs; steps = 4000
Largest |R| on BO path = 0.9371 bohr
Gap at R = 0: g0 = 0.2000 hartree
Initial BO angular velocity = -1.5000e-03 rad per a.u. of time
Time average of sqrt(g0/g) = 0.97570
Matched law: D_rms/mu = 5.3702e-06 per (m_e bohr^2)
Rest law: D_rms/sqrt(mu) = 1.1714e-03 per sqrt(m_e bohr^2)
mu in m_e bohr^2; D_rms dimensionless
  mu   matched run  matched law   rest run    rest law
   10  5.3732e-05  5.3702e-05  3.7117e-03  3.7042e-03
   20  1.0753e-04  1.0740e-04  5.2419e-03  5.2385e-03
   40  2.1530e-04  2.1481e-04  7.4129e-03  7.4083e-03
   80  4.3171e-04  4.2961e-04  1.0496e-02  1.0477e-02
  160  8.6708e-04  8.5923e-04  1.4943e-02  1.4817e-02
  320  1.7508e-03  1.7185e-03  2.1175e-02  2.0954e-02
Mean electronic energy excess in hartree
  mu   matched     rest
   10  6.176e-10  2.895e-06
   20  2.473e-09  5.775e-06
   40  9.915e-09  1.155e-05
   80  3.986e-08  2.316e-05
  160  1.608e-07  4.692e-05
  320  6.553e-07  9.425e-05
Exponent of D_rms: matched 1.0048, rest 0.5028
Exponent of energy: matched 2.0095, rest 1.0055
mu = 80 m_e bohr^2 = 0.04389 u bohr^2
  energy excess, matched = 1.085e-06 eV
  energy excess, rest = 6.301e-04 eV
  omega at R = 0: 0.07071 rad per a.u. of time
  largest stable step 2/omega = 28.28 a.u. of time
  growth of D, omega dt = 1.95: 1.000; 2.05: 250.5
  angle error, rest, dt = 0.5: 1.67e-04 rad
  angle error ratio, dt = 1 to 0.5: 4.001
  total energy error, rest, dt = 0.5: 4.36e-08 hartree
  total energy error ratio, dt = 1 to 0.5: 3.999
  path error, matched, against BO = 2.329e-03 bohr
  path error against added-mass path = 4.384e-06 bohr
Path error ratio, mu = 160 to 80: 2.0037
Largest ||P^2-P|| before purification = 8.02e-07
||P^2-P|| after purification below 1e-13; most passes = 2
Free rotation, projection only: start 0.05 rad per a.u. of time
  after 400 unit steps: 0.035355; law 0.035355 (same unit)
\end{verbatim}
